\section*{Normal and Umklapp collision balance in a drifting phonon gas, part 2}

How does a common drift $\mathbf u$ unbalance the merging of phonons 1 and 2 into phonon 3 and its reverse? Wavevectors lie in the first zone, $\omega_1+\omega_2=\omega_3$ and $\mathbf q_1+\mathbf q_2=\mathbf q_3+\mathbf G$, with $\mathbf G=0$ for normal and $\mathbf G\neq0$ for Umklapp collisions. Occupations are $n=1/(e^x-1)$, $x=(\hbar\omega-\hbar\mathbf q\cdot\mathbf u)/k_BT$, valid if
\begin{equation}
\omega>\mathbf q\cdot\mathbf u
\label{eq:positive}
\end{equation}
The forward and reverse weights are $F=n_1n_2(1+n_3)$ and $B=(1+n_1)(1+n_2)n_3$, both multiplied by a coupling coefficient $W$. With $R=F-B$,
\begin{align}
x_3-x_1-x_2
&=\frac{\hbar(\omega_3-\omega_1-\omega_2)}{k_BT}
+\frac{\hbar(\mathbf q_1+\mathbf q_2-\mathbf q_3)\cdot\mathbf u}{k_BT}
\nonumber\\
&=\frac{\hbar\mathbf G\cdot\mathbf u}{k_BT}\equiv z .
\label{eq:z}
\end{align}
\begin{equation}
R=(1+n_1)(1+n_2)n_3\,\bigl(e^{z}-1\bigr).
\label{eq:exact}
\end{equation}
If only phonons 1 and 2 drift, a normal collision has
\begin{equation}
\frac FB=\exp\!\left[\frac{\hbar(\mathbf q_1+\mathbf q_2)\cdot\mathbf u}{k_BT}\right],
\label{eq:partial}
\end{equation}
For small drift, the linear law is $R\simeq r_0z$, where $r_0$ is $F=B$ at rest. The occupation shift and next correction are
\begin{equation}
\delta n=n(1+n)\frac{\hbar\mathbf q\cdot\mathbf u}{k_BT}.
\label{eq:deltan}
\end{equation}
\begin{equation}
\frac{R}{r_0z}\simeq1+\frac z2+
\frac{\hbar[n_1\mathbf q_1+n_2\mathbf q_2+(1+n_3)\mathbf q_3]\cdot\mathbf u}{k_BT}.
\label{eq:second}
\end{equation}
Six rotated copies of an Umklapp triad exert the total force
\begin{equation}
\mathbf f_6=-\frac{3\hbar^2G^2r_0W}{k_BT}\,\mathbf u ,
\label{eq:star}
\end{equation}
The mode entropy $\sigma=k_B[(1+n)\ln(1+n)-n\ln n]$ obeys
\begin{equation}
\frac{d\sigma}{dn}=k_B\ln\frac{1+n}{n}=k_Bx .
\label{eq:dsigma}
\end{equation}
The example is a triangular lattice of equal masses $M$ and nearest-neighbour springs $K$, moving in its plane. For $\mathbf q=(0,q)$, the half-phase is $\theta=\pi q/G$, and with $\omega_0=\sqrt{K/M}$ the transverse (T) and longitudinal (L) frequencies are
\begin{equation}
\omega_T=\sqrt2\,\omega_0|\sin\theta|,\qquad
\omega_L=\sqrt6\,\omega_0|\sin\theta| .
\label{eq:branches}
\end{equation}
Parameters: lattice constant $a=0.246$ nm, sound speeds $c_L=21$ km/s and $c_T=12.1$ km/s, $\hbar\omega_0=53.0$ meV, shortest reciprocal vector $G=29.49$ nm$^{-1}$ along $y$. At 100 K, $k_BT=8.617$ meV; for $u=10$ m/s along $+\mathbf G$, $z=0.02253$. The text opened with an Umklapp collision whose reverse weight is 2.2\% below its forward weight.

\subsection{A normal collision}

Let a transverse phonon travel along $+y$ with half-phase $\theta_1$, and another along $-y$ with magnitude $\theta_2$. They merge into a longitudinal phonon with half-phase $\theta_1-\theta_2$. Energy conservation requires
\begin{equation}
\sqrt2(\sin\theta_1+\sin\theta_2)=\sqrt6\sin(\theta_1-\theta_2).
\end{equation}
Write the left side as $2\sqrt2\sin\frac{\theta_1+\theta_2}2\cos\frac{\theta_1-\theta_2}2$ and the right side as $2\sqrt6\sin\frac{\theta_1-\theta_2}2\cos\frac{\theta_1-\theta_2}2$. The common cosine is nonzero and cancels:
\begin{equation}
\sin\frac{\theta_1+\theta_2}2=\sqrt3\sin\frac{\theta_1-\theta_2}2 .
\end{equation}
Expand both sines and divide by $\cos(\theta_1/2)\cos(\theta_2/2)$. With $t_i=\tan(\theta_i/2)$ this becomes $t_1+t_2=\sqrt3(t_1-t_2)$, so
\begin{equation}
t_2=\frac{\sqrt3-1}{\sqrt3+1}\,t_1=(2-\sqrt3)\,t_1 .
\end{equation}
The choice $q_1=0.1G$ means $\theta_1=18^\circ$. Then $t_2=0.2679\times0.1584=0.0424$, which gives $\theta_2=4.86^\circ$. The wavevectors are $q_1=0.1000G$, $q_2=-0.0270G$ and $q_3=0.0730G$, and the energies are $23.15+6.35=29.50$ meV.

The occupations with drift are $n_1=0.07327$, $n_2=0.9174$ and $n_3=0.03377$. Hence
\begin{align}
F&=0.07327\times0.9174\times1.03377=0.0695,\\
B&=1.07327\times1.9174\times0.03377=0.0695 .
\end{align}
In double precision they differ by $6\times10^{-16}$ of $F$. If the longitudinal branch is held at rest while the transverse one drifts, (\ref{eq:partial}) gives the exponent $0.0730z=0.00164$. The forward weight then exceeds the reverse by 0.16\% of the forward weight, and the balance is lost.

\subsection{An Umklapp collision}

Now let two equal transverse phonons travel along $+y$. Their merger into a longitudinal phonon requires
\begin{equation}
2\sqrt2\sin\theta=\sqrt6|\sin2\theta|=2\sqrt6\sin\theta|\cos\theta| ,
\end{equation}
so $\cos\theta=1/\sqrt3$ for $0<\theta<\pi/2$. This gives $\theta=54.7^\circ$ and $q_1=q_2=0.3041G$. Their sum, $0.6082G$, lies beyond the zone face at $0.5G$. Subtracting $G$ gives $q_3=-0.3918G$: the outgoing phonon has its wavevector against the drift. The energies are $61.17+61.17=122.34$ meV. The mirror $x\to-x$ reverses both transverse amplitudes, so their product with a longitudinal amplitude is even and this symmetry does not forbid the coupling.

The weights are $F=6.933\times10^{-7}$ and $B=6.779\times10^{-7}$. Their ratio is $1.0228=e^{0.0225}$, as (\ref{eq:z}) requires. The exact law gives
\begin{equation}
R=6.779\times10^{-7}\,(e^{0.02253}-1)=1.544\times10^{-8},
\end{equation}
while the linear law gives $6.839\times10^{-7}\times0.02253=1.541\times10^{-8}$. The 2.2\% imbalance of the opening is $1-e^{-z}$. The drift raises the populations of the two incoming modes, which raises the forward weight, and lowers that of the backward mode, which lowers the reverse weight. Together these shifts make the forward process more likely than the reverse.

For this triad, (\ref{eq:second}) can be evaluated with $n_1=n_2=8.3\times10^{-4}$ and negligible $n_3$:
\begin{equation}
\frac R{r_0z}-1\simeq(0.5+0.0005-0.3918)z=0.109z .
\end{equation}
At 10 m/s this is 0.0024; the direct value is 0.0025. The half from the exponential is largely cancelled by the falling population of mode 3, so the linear law holds better here than the size of $z$ suggests. At fixed temperature and fixed triad:

\begin{center}
\begin{tabular}{rrr}
$u$ (m/s) & $z$ & $R/(r_0z)$\\
10 & 0.0225 & 1.002\\
100 & 0.225 & 1.027\\
1000 & 2.25 & 1.566
\end{tabular}
\end{center}

The six rotated copies of this triad give a force of $-1.44\times10^{-32}$ kg\,m/s per m/s of drift and per unit $W$. A sum over the six collisions, with a drift in no symmetry direction, agrees with (\ref{eq:star}) to better than one part in $10^4$.

The law was also tested away from these symmetric cases. A root search on energy conservation supplied 459 normal and 114 Umklapp collisions, and their populations were evaluated directly at 100 K for drifts of 1000 m/s in random directions. The largest normal imbalance was $8\times10^{-14}$ of $F+B$. The largest deviation from (\ref{eq:exact}) among the Umklapp collisions was $1.2\times10^{-13}$ on the same scale.

\subsection{Freeze-out with temperature}

At rest, $n=e^{-x}/(1-e^{-x})$ and $1+n=1/(1-e^{-x})$. With $x_1+x_2=x_3$,
\begin{equation}
r_0=\frac{e^{-x_3}}{(1-e^{-x_1})(1-e^{-x_2})(1-e^{-x_3})} .
\end{equation}
When all three occupations are small, this approaches $e^{-\hbar\omega_3/k_BT}$. For the Umklapp triad, $r_0$ is $6.84\times10^{-7}$ at 100 K and 0.0108 at 300 K. The bare exponentials are $6.83\times10^{-7}$ and 0.0088. The weight thus rises by a factor of about $1.6\times10^4$. At the same drift speed $z$ is three times smaller at 300 K, so the linear net weight rises by about $5\times10^3$. The lowest $\hbar\omega_3$ among the 114 sampled Umklapp collisions is 114 meV. This is a sampled value, not a lower bound, but it shows that the chosen triad is not unusually costly within this model.

\subsection{Drift and heat flux}

A drift speed becomes an engineering quantity through the heat flux $J_i=\sum\hbar\omega v_in$, summed over modes per unit volume, where $v_i=\partial\omega/\partial q_i$. The resting distribution carries no flux. Since $\partial n/\partial\omega=-(\hbar/k_BT)n(1+n)$ at rest, (\ref{eq:deltan}) equals $-(\mathbf q\cdot\mathbf u)\,\partial n/\partial\omega$, and
\begin{equation}
J_i=-\sum\hbar\omega(\mathbf q\cdot\mathbf u)\frac{\partial n}{\partial q_i}
=-T\sum(\mathbf q\cdot\mathbf u)\frac{\partial\sigma}{\partial q_i}.
\end{equation}
The second form uses $d\sigma=(\hbar\omega/T)\,dn$, which is (\ref{eq:dsigma}) at rest. Treat the sum as an integral over the zone and integrate by parts. If $\sigma$ is negligible at the zone faces,
\begin{equation}
\mathbf J=Ts\,\mathbf u ,
\label{eq:flux}
\end{equation}
where $s$ is the entropy density. Direct summation gives 0.9999 of this value at 60 K and 0.988 at 100 K. The deficit has the sign of the omitted face term, which is negative along $\mathbf u$.

With a layer spacing of 0.335 nm, the in-plane branches at 100 K and 10 m/s carry $3.85\times10^7$ W/m$^2$, or 3.85 kW/cm$^2$.

\subsection{Comparison with graphite and neglected effects}

Graphite is used as a heat spreader, and collective phonon flow has been observed in it near 100 K. The model's longitudinal speed is close to that of the basal plane; its transverse speed is somewhat low, the real one being nearer 14 km/s as a rough figure. The largest omission is the flexural branch, in which atoms move out of the plane. In a free sheet with the rough dispersion $\omega=\alpha q^2$ and $\alpha=5.5\times10^{-7}$ m$^2$/s, it would hold 6.6 times the in-plane entropy at 100 K. If it shared the drift, (\ref{eq:flux}) would then raise the flux at 10 m/s to about 30 kW/cm$^2$. In graphite, coupling between the layers stiffens this branch at the thermal energies of 100 K. A rough allowance is $\omega^2=\alpha^2q^4+v^2q^2+\omega_b^2\sin^2(\phi/2)$, where $\phi$ is the phase difference between neighbouring layers. With $v$ from 1.0 to 1.4 km/s and $\hbar\omega_b$ from 14 to 17 meV, it lowers the entropy ratio to between 3.3 and 3.8 and the flux to between 17 and 19 kW/cm$^2$. These figures leave out the resistance of the layers to sliding over each other, which stiffens the in-plane branches at long wavelengths and, for an interlayer shear energy of about 5 meV, lowers their entropy at 100 K by roughly 5\%. Flexural modes at the zone edge are also softer than in-plane ones in graphite, so the freeze-out found above should not be carried over as a number. Chips usually run near or above 300 K, where the Umklapp weight of the example is already four orders of magnitude larger. Real films also have walls and defects, which break the assumption of a uniform drift relaxed by phonon collisions alone.

The flexural branch also tests condition (\ref{eq:positive}). For $\omega=\alpha q^2$ and $\mathbf q$ along the drift it requires $q>u/\alpha$, so waves that travel in the drift direction and are longer than $2\pi\alpha/u=346$ nm have no valid displaced occupation at 10 m/s. Waves running against the drift satisfy the condition at any wavelength. This limit belongs to a free sheet. In graphite, coupling between the layers makes the branch linear at long wavelengths, with a speed of the order of 1 km/s, so a drift of 10 m/s satisfies the condition there. For the in-plane branches, the smallest $\omega/q$ found on a zone grid is 7.7 km/s, far above the drift.

Walls and defects scatter phonons elastically. For a reversal $\mathbf q\to-\mathbf q$ at equal $\omega$, the forward weight is $n(\mathbf q)[1+n(-\mathbf q)]$, and the ratio of reverse to forward weight is $\exp(-2\hbar\mathbf q\cdot\mathbf u/k_BT)$. For phonon 1 of the normal collision the net weight is 0.45\% of the forward weight. That is a smaller fraction than the Umklapp 2.2\%, but the forward weight is about 0.079 instead of $7\times10^{-7}$. The couplings differ in kind, so this is not a ratio of rates. It does show that the population factor which suppresses Umklapp collisions at 100 K gives no such protection against walls.

Finite lifetimes blur energy conservation. With a mismatch $\Delta=\hbar(\omega_1+\omega_2-\omega_3)/k_BT$, the exponent in (\ref{eq:z}) becomes $z-\Delta$. For an assumed lifetime $\tau$ of 100 ps, $\hbar/(\tau k_BT)=7.6\times10^{-4}$, or 3.4\% of $z$ in the example. The share grows as the lifetime shortens: at 10 ps it is 34\%. This compares energy scales only; a finite lifetime does not drive a gas at rest out of equilibrium. At the zone edge, the lowest in-plane energy found is 74.9 meV, with an occupation of $1.7\times10^{-4}$ at 100 K. The jump of the displaced distribution there is at most about $z$ times this, or $4\times10^{-6}$.

\subsection{Use in a collision solver}

Fold every wavevector into the same first zone before evaluating either its drift term or $\mathbf G$. At small $z$, $F-B$ is a difference of nearly equal numbers. The form $B(e^z-1)$, with a library function for $e^z-1$, avoids that loss of digits.

If the energy delta function is replaced by a peak of finite width, the mismatch $\Delta$ produces a false imbalance even at rest. For the net weight of a single Umklapp triad to be governed by the drift, $|\Delta|$ must be small compared with its $|z|$. In a finely sampled sum over a symmetric peak, errors of first order in the mismatch cancel in channels that have triads on both sides of exact resonance, so such a sum can tolerate a somewhat wider peak. A second-order error remains, because the populations vary across the peak, and it does not vanish with the drift. Consider a sum with equal couplings over Umklapp triads with $G_y>0$ in this model, at 100 K and 10 m/s. If it is restricted to the channels $T+T\to L$ and $T+L\to L$, a Gaussian peak with a standard deviation of 1 meV leaves a false net weight of roughly 17\% of the drift signal and of opposite sign; at 2 meV it is about two thirds. The peak also admits channels that exact conservation forbids, chiefly a soft phonon merging with a transverse phonon of about 75 meV at the zone face into another transverse phonon. There the mismatch has one sign only and nothing cancels. With all channels included, the false weight is about twice the drift signal at 1 meV and about seven times at 2 meV. Real couplings weaken for soft phonons, which reduces this part. Populations at rest are even in $\mathbf q$, so this resting error cancels from the total force when triads with opposite $\mathbf G$ are summed symmetrically. It need not cancel in the rate of change of a single mode's occupation. The width should therefore be reduced until the quantity of interest no longer changes. Using $B(e^z-1)$ removes the false imbalance from the population factor but does not restore energy conservation.

A linearized solver writes $n=n_0+n_0(1+n_0)\phi$, where $n_0$ is the resting occupation. Since $d\ln[n/(1+n)]=dn/[n(1+n)]$, the ratio $F/B$ is $1+\phi_1+\phi_2-\phi_3$ to first order, and
\begin{equation}
R\simeq r_0(\phi_1+\phi_2-\phi_3).
\end{equation}
Inserting $\phi=q_y$ provides a direct check of the code: each normal triad must return zero, and each Umklapp triad must return $r_0G_y$. A nonzero normal result points to inconsistent folding or to a wrong sign in the collision term. The numerical output that follows gives the values of the example in full.

\section*{Computed results}
\begin{verbatim}
lattice constant: 0.246 nm; layer spacing: 0.335 nm
sound speeds L, T: 21.00, 12.12 km/s
hbar*omega0: 52.98 meV; shortest G: 29.493 1/nm
temperature: 100 K; kT: 8.617 meV
drift speed along G: 10 m/s
hbar*G.u: 0.1941 meV; hbar*G.u/kT: 0.02253
normal q1,q2,q3 over |G|: 0.10000, -0.02700, 0.07300
normal q1,q2,q3: 2.9493, -0.7963, 2.1529 1/nm
normal energies 1,2,3: 23.151, 6.347, 29.499 meV
normal occupations 1,2,3 with drift: 7.32697e-02, 9.17361e-01, 3.37656e-02
normal forward, reverse factor: 6.948433e-02, 6.948433e-02
normal |net|/forward: 5.992e-16
Umklapp q1,q2,q3 over |G|: 0.30409, 0.30409, -0.39183
Umklapp q1,q2,q3: 8.9683, 8.9683, -11.5560 1/nm
Umklapp energies 1,2,3: 61.171, 61.171, 122.341 meV
Umklapp occupations 1,2,3 with drift: 8.32668e-04, 8.32668e-04, 6.76764e-07
Umklapp forward, reverse factor: 6.933357e-07, 6.778914e-07
Umklapp |net|/forward: 2.228e-02
Umklapp r0 at zero drift: 6.83894e-07
Umklapp net factor, direct: 1.54443e-08; linear law: 1.54062e-08
drift 1 m/s: hbar*G.u/kT 0.00225, direct/linear 1.00025
drift 10 m/s: hbar*G.u/kT 0.02253, direct/linear 1.00247
drift 100 m/s: hbar*G.u/kT 0.22527, direct/linear 1.02696
drift 1000 m/s: hbar*G.u/kT 2.25272, direct/linear 1.56592
Umklapp r0 at 100 K: 6.8389e-07; exp(-hbar*w3/kT): 6.8276e-07
Umklapp r0 at 300 K: 1.0819e-02; exp(-hbar*w3/kT): 8.8056e-03
sampled collisions: 459 normal, 114 Umklapp
sample test drift: 1000 m/s, random directions
largest normal |net|/(forward+reverse): 8.0e-14
largest error of exact Umklapp law, same scale: 1.2e-13
largest relative error of linear slope: 2.4e-07
lowest hbar*w3 among sampled Umklapp: 113.7 meV
normal net/forward if only T branch drifts: 0.00164
six-triad force over drift speed: -1.4375e-32 kg m/s per (m/s), unit coupling
flux/(T s u) at 60 K: 0.9999
in-plane heat flux at 100 K: 3.846e+07 W/m^2 = 3.85 kW/cm^2
flux/(T s u) at 100 K: 0.9881
flexural alpha (rough): 5.5e-07 m^2/s
flexural/in-plane entropy: 6.60
flexural waves longer than 346 nm break w > q.u
lifetime (rough): 100 ps; hbar/(lifetime*kT): 7.64e-04
elastic backscattering of normal phonon 1, net/forward: 0.00450
lowest zone-edge energy: 74.92 meV; occupation: 1.68e-04
smallest w/|q| on zone grid (drift limit): 7.72 km/s
\end{verbatim}
